# The Schottky-Mott Electron Barrier from Vacuum-Level Alignment and from Free-Energy Minimization: test program

```python
"""Schottky-Mott rule under test: barrier = metal work function - affinity.

The barrier is E_C at the semiconductor surface minus the Fermi energy.
A nonlinear Poisson solver treats a screening metal, a vacuum gap and a
semiconductor. Its barrier is compared with the rule and its corrections.
Energies are in eV, lengths in nm, number densities in nm^-3, and E_F = 0.
The variable vac is the local vacuum level, an electron energy.
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import solve_banded
from scipy.optimize import brentq

TEMPERATURE = 300.0
KT = const.k * TEMPERATURE / const.e
COULOMB = const.e / const.epsilon_0 * 1e9      # e/epsilon_0 in V nm
PER_CM3 = 1e-21                                # cm^-3 to nm^-3
EPS_R = 10.0
BAND_GAP = 1.2
BAND_DENSITY = 2e19 * PER_CM3                  # both band edges
METAL_CELLS = 240
SEMI_CELLS = 3000


def carriers(vac, affinity):
    """Electron and hole densities for a given local vacuum level."""
    electrons = BAND_DENSITY * np.exp(-(vac - affinity) / KT)
    holes = BAND_DENSITY * np.exp((vac - affinity - BAND_GAP) / KT)
    return electrons, holes


def bulk_vacuum(affinity, doping):
    """Semiconductor work function from charge neutrality."""
    def net_charge(vac):
        electrons, holes = carriers(vac, affinity)
        return doping + holes - electrons
    return brentq(net_charge, affinity, affinity + BAND_GAP, xtol=1e-14)


def solve_contact(work, affinity, doping, gap, screening, sheet=0.0):
    """Return vacuum levels at the metal and semiconductor surfaces.

    Positive doping means donors, negative doping means acceptors.
    A nonzero sheet puts +sheet and -sheet charges inside the gap.
    """
    bulk = bulk_vacuum(affinity, doping)
    debye = np.sqrt(EPS_R * KT / (COULOMB * abs(doping)))
    gap_cells = 4 if gap > 0 else 0
    surface = METAL_CELLS + gap_cells
    step = np.concatenate([
        np.full(METAL_CELLS, 12 * screening / METAL_CELLS),
        np.full(gap_cells, gap / 4),
        np.full(SEMI_CELLS, 25 * debye / SEMI_CELLS)])
    permittivity = np.ones(len(step))
    permittivity[surface:] = EPS_R
    coupling = permittivity / step
    metal_width = np.zeros(len(step) + 1)
    semi_width = np.zeros(len(step) + 1)
    metal_width[:METAL_CELLS] += step[:METAL_CELLS] / 2
    metal_width[1:METAL_CELLS + 1] += step[:METAL_CELLS] / 2
    semi_width[surface:-1] += step[surface:] / 2
    semi_width[surface + 1:] += step[surface:] / 2
    fixed = np.zeros(len(step) + 1)
    if sheet != 0:
        assert gap > 0
        fixed[METAL_CELLS + 1] = COULOMB * sheet
        fixed[METAL_CELLS + 3] = -COULOMB * sheet
    vac = np.where(np.arange(len(step) + 1) < surface, work, bulk)
    vac = vac.astype(float)
    converged = False
    for _ in range(300):
        electrons, holes = carriers(vac, affinity)
        source = (COULOMB * semi_width * (doping + holes - electrons)
                  + metal_width * (vac - work) / screening**2 + fixed)
        slope = (COULOMB * semi_width * (electrons + holes) / KT
                 + metal_width / screening**2)
        flux = coupling * np.diff(vac)
        residual = np.diff(flux) - source[1:-1]
        matrix = np.zeros((3, len(residual)))
        matrix[0, 1:] = coupling[1:-1]
        matrix[1] = -(coupling[1:] + coupling[:-1]) - slope[1:-1]
        matrix[2, :-1] = coupling[1:-1]
        change = solve_banded((1, 1), matrix, -residual)
        largest = np.max(np.abs(change))
        vac[1:-1] += change * min(1.0, 0.3 / max(largest, 1e-30))
        if largest < 1e-9:
            converged = True
            break
    assert converged, "Poisson solver did not converge"
    return vac[METAL_CELLS], vac[surface]


def predicted_barrier(work, affinity, doping, gap, screening, dipole=0.0):
    """Barrier from the first integral and the drops in gap and metal."""
    bulk = bulk_vacuum(affinity, doping)
    n_bulk, p_bulk = carriers(bulk, affinity)

    def mismatch(vac):
        n_surf, p_surf = carriers(vac, affinity)
        integral = (doping * (vac - bulk)
                    + KT * (n_surf - n_bulk + p_surf - p_bulk))
        field = np.sqrt(max(0.0, 2 * EPS_R * COULOMB * integral))
        field *= np.sign(vac - bulk)
        return work + dipole - vac - field * (gap + screening)

    return brentq(mismatch, bulk, work + dipole, xtol=1e-13) - affinity


def ideal_limit(work, affinity, doping):
    """Closed gap, extrapolated to zero metal screening length."""
    coarse = solve_contact(work, affinity, doping, 0.0, 0.005)[1]
    fine = solve_contact(work, affinity, doping, 0.0, 0.0025)[1]
    return 2 * fine - coarse - affinity


work_metal = 4.8
affinity_semi = 4.0
donors = 1e16 * PER_CM3
screen_length = 0.05
work_semi = bulk_vacuum(affinity_semi, donors)
contact_difference = work_metal - work_semi

print(f"Metal work function: {work_metal:.3f} eV")
print(f"Electron affinity: {affinity_semi:.3f} eV")
print(f"Band gap: {BAND_GAP:.3f} eV")
print(f"Relative permittivity: {EPS_R:.1f}")
print(f"Temperature: {TEMPERATURE:.1f} K; kT: {KT:.5f} eV")
print(f"Donor density: {donors / PER_CM3:.2e} cm^-3")
print(f"Density of states, each band: {BAND_DENSITY / PER_CM3:.2e} cm^-3")
print(f"Metal screening length: {screen_length:.3f} nm")
print(f"Bulk E_C - E_F: {work_semi - affinity_semi:.4f} eV")
print(f"Semiconductor work function: {work_semi:.4f} eV")
print(f"Work function difference: {contact_difference:.4f} eV")

# The barrier is followed while the gap closes.
print("Closing the gap (barrier, gap drop, band bending in eV):")
gap_drops = []
for width in (1e4, 1e3, 100.0, 10.0, 1.0, 0.1, 0.0):
    metal_vac, semi_vac = solve_contact(
        work_metal, affinity_semi, donors, width, screen_length)
    barrier = semi_vac - affinity_semi
    expected = predicted_barrier(
        work_metal, affinity_semi, donors, width, screen_length)
    assert abs(barrier - expected) < 2e-5
    gap_drops.append(metal_vac - semi_vac)
    print(f"  gap {width:8.1f} nm: {barrier:.4f}, "
          f"{metal_vac - semi_vac:.4f}, {semi_vac - work_semi:.4f}")
assert gap_drops[0] > 0.999 * contact_difference

# The last case above is the closed gap with a real screening length.
displacement = (work_metal - metal_vac) / screen_length
depletion_estimate = np.sqrt(
    2 * EPS_R * COULOMB * donors * (contact_difference - KT))
assert abs(displacement / depletion_estimate - 1) < 0.01
print(f"Closed gap, D = charge/area/eps0: {displacement:.5f} V/nm")
print(f"Depletion estimate of D: {depletion_estimate:.5f} V/nm")
print(f"Equivalent depletion width: "
      f"{displacement / (COULOMB * donors):.1f} nm")
print(f"Barrier loss from metal screening: "
      f"{1000 * (work_metal - metal_vac):.2f} meV")

# The ideal rule must hold for changed materials and changed doping.
print("Ideal limit (work function, affinity, doping; barrier, rule):")
cases = [
    (4.8, 4.0, 1e16, "n-type"),
    (4.4, 4.0, 1e16, "n-type"),
    (4.8, 4.2, 1e16, "n-type"),
    (4.8, 4.0, 1e17, "n-type"),
    (4.8, 4.0, -1e16, "p-type"),
    (4.1, 4.0, 1e16, "n-type, accumulation"),
]
limits = []
for work, affinity, density, label in cases:
    limit = ideal_limit(work, affinity, density * PER_CM3)
    assert abs(limit - (work - affinity)) < 1e-5
    limits.append(limit)
    print(f"  {work:.1f} eV, {affinity:.1f} eV, {abs(density):.0e} cm^-3 "
          f"{label}: {limit:.5f}, {work - affinity:.5f} eV")
print(f"Main electron barrier: {limits[0]:.4f} eV "
      f"= {limits[0] * const.e:.4e} J")
print(f"Hole barrier: {BAND_GAP - limits[0]:.4f} eV")

# A pair of charged sheets breaks the dipole-free condition.
dipole_gap = 0.2
sheet_density = 0.1
separation = dipole_gap / 2
dipole_step = COULOMB * sheet_density * separation
plain = solve_contact(work_metal, affinity_semi, donors,
                      dipole_gap, screen_length)[1] - affinity_semi
shifted = solve_contact(work_metal, affinity_semi, donors, dipole_gap,
                        screen_length, sheet_density)[1] - affinity_semi
expected = predicted_barrier(work_metal, affinity_semi, donors, dipole_gap,
                             screen_length, dipole_step)
assert abs(shifted - expected) < 2e-5
assert abs((shifted - plain) / dipole_step - 1) < 0.03
print(f"Dipole test gap: {dipole_gap:.2f} nm")
print(f"Sheet density: {sheet_density:.2f} nm^-2; "
      f"separation: {separation:.2f} nm")
print(f"Dipole step: {dipole_step:.4f} eV")
print(f"Barrier without dipole: {plain:.4f} eV")
print(f"Barrier with dipole: {shifted:.4f} eV")
print(f"Barrier shift: {shifted - plain:.4f} eV")

print("every check passed")
```

It prints:

```
Metal work function: 4.800 eV
Electron affinity: 4.000 eV
Band gap: 1.200 eV
Relative permittivity: 10.0
Temperature: 300.0 K; kT: 0.02585 eV
Donor density: 1.00e+16 cm^-3
Density of states, each band: 2.00e+19 cm^-3
Metal screening length: 0.050 nm
Bulk E_C - E_F: 0.1965 eV
Semiconductor work function: 4.1965 eV
Work function difference: 0.6035 eV
Closing the gap (barrier, gap drop, band bending in eV):
  gap  10000.0 nm: 0.1967, 0.6033, 0.0002
  gap   1000.0 nm: 0.1988, 0.6012, 0.0023
  gap    100.0 nm: 0.2219, 0.5778, 0.0254
  gap     10.0 nm: 0.4882, 0.3102, 0.2917
  gap      1.0 nm: 0.7539, 0.0439, 0.5574
  gap      0.1 nm: 0.7932, 0.0045, 0.5967
  gap      0.0 nm: 0.7977, 0.0000, 0.6012
Closed gap, D = charge/area/eps0: 0.04562 V/nm
Depletion estimate of D: 0.04572 V/nm
Equivalent depletion width: 252.1 nm
Barrier loss from metal screening: 2.28 meV
Ideal limit (work function, affinity, doping; barrier, rule):
  4.8 eV, 4.0 eV, 1e+16 cm^-3 n-type: 0.80000, 0.80000 eV
  4.4 eV, 4.0 eV, 1e+16 cm^-3 n-type: 0.40000, 0.40000 eV
  4.8 eV, 4.2 eV, 1e+16 cm^-3 n-type: 0.60000, 0.60000 eV
  4.8 eV, 4.0 eV, 1e+17 cm^-3 n-type: 0.80000, 0.80000 eV
  4.8 eV, 4.0 eV, 1e+16 cm^-3 p-type: 0.80000, 0.80000 eV
  4.1 eV, 4.0 eV, 1e+16 cm^-3 n-type, accumulation: 0.10000, 0.10000 eV
Main electron barrier: 0.8000 eV = 1.2817e-19 J
Hole barrier: 0.4000 eV
Dipole test gap: 0.20 nm
Sheet density: 0.10 nm^-2; separation: 0.10 nm
Dipole step: 0.1810 eV
Barrier without dipole: 0.7887 eV
Barrier with dipole: 0.9679 eV
Barrier shift: 0.1792 eV
every check passed
```
